\section*{The s character of two aluminium hybrids at 123 degrees}

\section{Problem}

Trimethylaluminium, a precursor for the atomic layer deposition of aluminium oxide, can form a dimer. Each aluminium atom in the dimer has four carbon neighbours: two terminal methyl groups, which belong to that atom alone, and two bridging methyl groups, which it shares with the other aluminium atom.

Take the two aluminium hybrids that point to the terminal groups to be equivalent, with an angle $\theta=123^\circ$ between their axes. Each is built from the aluminium 3s orbital and the 3p shell, and the two are orthogonal. What is the s character of each hybrid, that is, the square of its s coefficient when the hybrid is normalized?

\section{A tempting solution}

The aluminium atom has four neighbours, so it needs four hybrids. It makes them from one s orbital and three p orbitals. One s orbital shared among four hybrids gives each a quarter, so the hybrids are sp$^3$ and the s character is 25 percent. The angle of $123^\circ$ differs from the tetrahedral angle because the terminal methyl groups are pushed apart, which changes the directions of the hybrids but not their composition.

\section{Where it fails}

The first part of the argument contains a correct statement about an average. Let $h_1,\dots,h_4$ be four orthonormal hybrids that span the s orbital and the p shell. Since they form a complete basis of that four-dimensional space, the normalized s orbital obeys
\begin{equation}
\sum_{i=1}^{4}|\langle s|h_i\rangle|^2=\langle s|s\rangle=1 .
\label{eq:sum}
\end{equation}
The mean s character is therefore one quarter. Nothing in this sum makes the four shares equal, and the terminal and bridging positions are not equivalent.

The last sentence of the argument contains the actual error. Direction and composition cannot be chosen separately if the hybrids are to stay orthogonal. To see this we need the overlap of two hybrids as a function of both.

\section{The overlap of two hybrids}

\subsection{Directed p orbitals}

Let $\mathbf u_i$ be the unit vector along the axis of hybrid $i$. A p orbital along this axis is
\begin{equation}
p_i=u_{ix}p_x+u_{iy}p_y+u_{iz}p_z .
\end{equation}
The orbitals $p_x,p_y,p_z$ are orthonormal, so the cross terms drop out of the overlap of two such orbitals:
\begin{equation}
\langle p_1|p_2\rangle
=u_{1x}u_{2x}+u_{1y}u_{2y}+u_{1z}u_{2z}
=\mathbf u_1\cdot\mathbf u_2=\cos\theta .
\label{eq:pp}
\end{equation}
The s orbital is even under inversion through the nucleus and a p orbital is odd, so $\langle s|p_i\rangle=0$.

Write each hybrid with a real mixing coefficient $\lambda_i>0$:
\begin{equation}
h_i=\frac{s+\lambda_i p_i}{\sqrt{1+\lambda_i^2}} .
\label{eq:hybrid}
\end{equation}
The denominator follows from
\begin{equation}
\langle s+\lambda_i p_i|s+\lambda_i p_i\rangle
=1+2\lambda_i\langle s|p_i\rangle+\lambda_i^2=1+\lambda_i^2 .
\end{equation}
We choose the signs of the orbitals so that the outer parts of the s and p radial functions are positive. At a fixed radius in that region, the hybrid in direction $\mathbf n$ has the form $a+b\,\mathbf n\cdot\mathbf u_i$ with $a,b>0$. It is largest at $\mathbf n=\mathbf u_i$, so the large lobe does point along $\mathbf u_i$.

\subsection{Coulson's relation}

Multiplying out the overlap of two hybrids gives
\begin{align}
\langle h_1|h_2\rangle
&=\frac{\langle s|s\rangle+\lambda_2\langle s|p_2\rangle
+\lambda_1\langle p_1|s\rangle+\lambda_1\lambda_2\langle p_1|p_2\rangle}
{\sqrt{(1+\lambda_1^2)(1+\lambda_2^2)}}\nonumber\\
&=\frac{1+\lambda_1\lambda_2\cos\theta}
{\sqrt{(1+\lambda_1^2)(1+\lambda_2^2)}} .
\end{align}
For finite coefficients the denominator is finite and positive, so orthogonality requires
\begin{equation}
1+\lambda_1\lambda_2\cos\theta=0 .
\label{eq:coulson}
\end{equation}
The s parts contribute a positive overlap. The p parts must cancel it, which they can do when the angle is obtuse.

By itself, equation (\ref{eq:coulson}) fixes the product $\lambda_1\lambda_2$ and not the two coefficients separately. The equivalence of the hybrids supplies the missing condition.

\subsection{The tempting answer put to the test}

For equivalent hybrids let $f$ be the s character. From (\ref{eq:hybrid}),
\begin{equation}
f=\frac{1}{1+\lambda^2},\qquad
1-f=\frac{\lambda^2}{1+\lambda^2},
\label{eq:fdef}
\end{equation}
and the overlap becomes
\begin{equation}
\langle h_1|h_2\rangle=f+(1-f)\cos\theta .
\label{eq:overlapf}
\end{equation}
With $\cos123^\circ=-0.5446$, the sp$^3$ value $f=1/4$ gives
\begin{equation}
0.2500-0.7500\times0.5446=-0.1585 .
\end{equation}
This is not zero. Hybrids with 25 percent s character have too much p character to be orthogonal at this angle. They would need $\cos\theta=-1/3$, the tetrahedral angle. Even sp$^2$ weights, $f=1/3$, leave an overlap of $-0.0298$, so the s character must be slightly above one third.

\section{The right solution}

Set $\lambda_1=\lambda_2=\lambda$ in (\ref{eq:coulson}):
\begin{equation}
\lambda^2=-\frac{1}{\cos\theta} .
\end{equation}
Substitute this into (\ref{eq:fdef}) and multiply numerator and denominator by $\cos\theta$:
\begin{equation}
f=\frac{1}{1-1/\cos\theta}=\frac{\cos\theta}{\cos\theta-1} .
\label{eq:f}
\end{equation}
For $\theta=123^\circ$,
\begin{equation}
\lambda^2=\frac{1}{0.5446}=1.836,\qquad
f=\frac{1}{1+1.836}=0.3526 .
\end{equation}
Each terminal hybrid therefore has about 35 percent s character and 65 percent p character.

The radial functions have dropped out, and no property of aluminium has entered beyond the given angle and the choice of an s and p valence shell. A direct integration over space confirms this. With radial functions proportional to $r^2e^{-ar}$, where $a=1.4$ for s and $1.2$ for p in inverse bohr, the overlap vanishes at $f=35.26$ percent, as the formula says. Replacing the exponents by $1.0$ and $1.6$ leaves the root unchanged within the numerical precision. The first root is listed in the numerical output; the program checks the second against the formula without printing it.

\subsection{Limits}

A real, finite $\lambda$ requires $\cos\theta<0$. As $\theta$ falls towards $90^\circ$, $\lambda$ grows without limit and $f$ tends to zero: two pure p orbitals are orthogonal at a right angle. Below $90^\circ$ both terms in (\ref{eq:overlapf}) are non-negative and cannot both vanish, so equivalent s--p hybrids cannot be orthogonal there. At $\theta=180^\circ$ the formula gives $f=1/2$, the sp hybrids of a linear arrangement.

\subsection{What remains for the bridges}

The sum rule (\ref{eq:sum}) shows where the missing s character of the other two hybrids has gone. If these are also equivalent, with s character $f_b$ each, then $2f+2f_b=1$ and
\begin{equation}
f_b=\tfrac12-f=0.5000-0.3526=0.1474 .
\end{equation}
Such a pair can be constructed. Let $y$ be the direction perpendicular to the plane of the terminal hybrids. The orbital $p_y$ is orthogonal to both of them. The space left over by the terminal hybrids is two-dimensional. It contains $p_y$ and one further normalized orbital $g$, which holds all the remaining s character, $1-2f$. The combinations $(g\pm p_y)/\sqrt2$ are orthonormal and each has s character $(1-2f)/2=f_b$.

Equation (\ref{eq:overlapf}) holds for this pair too, with its own angle $\theta_b$. Setting the overlap to zero gives
\begin{equation}
\cos\theta_b=-\frac{f_b}{1-f_b}=-\frac{0.1474}{0.8526},
\qquad \theta_b=100.0^\circ .
\end{equation}
The wide terminal angle thus goes with more s character there, and with p-rich hybrids at a smaller angle on the bridging side. The average over all four is still 25 percent. The angle between the lines from aluminium to the two bridging carbons is larger, about $104^\circ$ to $105^\circ$ in the crystal. Hybrids at that angle would leave a terminal angle of only about $115^\circ$, so in this model the four hybrids cannot all point straight at their carbons.

\section{How firmly is the number fixed?}

The arithmetic is sharper than the model. The angle in (\ref{eq:f}) is between hybrid axes, whereas a structure determination gives the angle between lines joining nuclei. The two agree if the bonds are not bent. To see how much this matters, write $c=\cos\theta$ and differentiate:
\begin{equation}
\frac{df}{d\theta}
=\frac{(c-1)-c}{(c-1)^2}\,\frac{dc}{d\theta}
=\frac{-1}{(c-1)^2}(-\sin\theta)
=\frac{\sin\theta}{(1-c)^2} .
\label{eq:slope}
\end{equation}
At $123^\circ$ this is 0.61 percentage points per degree. A trial difference of $3^\circ$ between hybrid angle and bond angle places $f$ at 33.3 or 37.0 percent, according to its sign.

\subsection{A little d character}

Give each hybrid a small weight $w$ of a d orbital that is axially symmetric about $\mathbf u_i$ and positive along it. The p weight is then $1-f-w$. Orbitals of different angular momentum on one centre are orthogonal, and the addition theorem for spherical harmonics gives the overlap of the two d orbitals as $P_2(c)=(3c^2-1)/2$. Orthogonality now reads
\begin{equation}
f+(1-f-w)c+wP_2(c)=0 .
\end{equation}
Collecting the terms in $f$ gives
\begin{equation}
f=\frac{-(1-w)c-wP_2(c)}{1-c} .
\end{equation}
For a trial weight $w=0.02$ the s character is 34.6 percent, a small reduction. It is small only because the d part was taken to be axial. A d part that is not symmetric about the axis turns the lobe by an angle of order $\sqrt w$. With equal radial amplitudes, the same weight in the plane of the pair turns each lobe by 16 to 20 degrees, and with the lobes held $123^\circ$ apart $f$ falls to nearly zero or rises to 49 percent, according to the sign of that part.

\subsection{Hybrids that are not quite orthogonal}

If a different definition of the hybrids leaves an overlap $S$, equation (\ref{eq:overlapf}) becomes $f+(1-f)c=S$, so
\begin{equation}
f=\frac{S-c}{1-c} .
\end{equation}
A trial value $S=0.05$ gives
\begin{equation}
f=\frac{0.05+0.5446}{1.5446}=0.385 ,
\end{equation}
or 38.5 percent. An overlap of the opposite sign shifts $f$ by the same amount downwards. Orthogonality is thus an assumption that carries weight in the result. The trial value is not an upper bound. The aluminium s and p parts of localized terminal Al--C bonds from Hartree--Fock calculations on the dimer in two small basis sets overlap by 0.14 and 0.18 and have 44 and 48 percent s character. Only after they are orthogonalized do they give about 35 percent in both.

\subsection{Thermal bending}

Let the bond angle vibrate in a harmonic potential with a model stiffness $k_\theta=2.0$ eV/rad$^2$. Classical equipartition gives $\tfrac12k_\theta\sigma^2=\tfrac12k_{\mathrm B}T$ for the angular variance $\sigma^2$, hence
\begin{equation}
\sigma=\sqrt{\frac{k_{\mathrm B}T}{k_\theta}} .
\end{equation}
At 300 K this is $6.5^\circ$. If the hybrids follow the nuclei completely, the slope (\ref{eq:slope}) predicts a spread of $0.61\times6.5\approx4$ percentage points. Averaging the full formula over the Gaussian distribution of angles gives 4.1 points. The classical treatment is only approximate here. With methyl groups as point masses this stiffness gives a bending quantum of about $0.9\,k_{\mathrm B}T$ at 300 K, and the quantum spread is nearer 4.3 points.

The same average lowers the mean s character from 35.3 to 34.9 percent. The reason is the curvature of $f(\theta)$. Differentiating (\ref{eq:slope}) once more,
\begin{equation}
\frac{d^2f}{d\theta^2}
=\frac{\cos\theta}{(1-c)^2}-\frac{2\sin^2\theta}{(1-c)^3} .
\end{equation}
At $123^\circ$ both terms are negative, so the leading shift of the mean, $\tfrac12\sigma^2\,d^2f/d\theta^2$, is negative as well.

\section{From the source to the hot reactor}

A change of a different kind is the loss of the dimer itself. In the isolated monomer, aluminium has three equivalent neighbours in a plane, at $120^\circ$ to each other. Equation (\ref{eq:f}) then gives
\begin{equation}
f=\frac{-1/2}{-3/2}=\frac13 .
\end{equation}
Three such hybrids use up the whole s orbital, and the p orbital perpendicular to the plane is left without any s character.

Which molecule is present follows from the equilibrium between one dimer and two monomers. Treat the vapour as an ideal gas, and let $P$ be the pressure of the two species together, in bar. If a fraction $\alpha$ of the original dimers has dissociated, then for each original dimer there are $1-\alpha$ dimers and $2\alpha$ monomers, $1+\alpha$ molecules in all. The partial pressures are
\begin{equation}
P_{\mathrm D}=\frac{1-\alpha}{1+\alpha}P,\qquad
P_{\mathrm M}=\frac{2\alpha}{1+\alpha}P .
\end{equation}
With a standard pressure of 1 bar, the equilibrium constant is
\begin{equation}
K=\frac{P_{\mathrm M}^2}{P_{\mathrm D}}
=\frac{4\alpha^2P}{(1+\alpha)(1-\alpha)}
=\frac{4\alpha^2P}{1-\alpha^2} .
\end{equation}
Multiplying out gives $K=\alpha^2(K+4P)$, so
\begin{equation}
\alpha=\sqrt{\frac{K}{K+4P}},\qquad
K=\exp\!\left(-\frac{\Delta H-T\Delta S}{k_{\mathrm B}T}\right).
\end{equation}

Take the rough values $\Delta H=0.9$ eV and $\Delta S=1.9$ meV/K, both held fixed with temperature. At 300 K the free energy of dissociation is $0.9-0.57=0.33$ eV, many times the thermal energy. At a source pressure of 10 Torr, 0.7 percent of the dimers are dissociated. At 450 K the free energy has fallen to $0.9-0.855=0.045$ eV, close to the thermal energy. At a reactor pressure of 1 Torr, 99 percent are dissociated. Both temperature and pressure differ between the two cases, and both changes favour the monomer. The digits are sharper than the inputs: changes of $0.05$ eV in $\Delta H$ and $0.05$ meV/K in $\Delta S$ move the first fraction between 0.2 and 2.6 percent and the second between 95 and 99.9 percent.

The angle of $123^\circ$ was given in the problem, not derived. If it also holds for the dimer in the vapour, the value of 35 percent suits the cool source within the stated model. A terminal angle of $120^\circ$ would already bring $f$ down to the monomer's value, and a smaller one would bring it below. In a hot reactor at equilibrium the same model of orthogonal hybrids gives the monomer's 33.3 percent, about two percentage points below the value for $123^\circ$. Hybrids defined without strict orthogonality can differ from either value by more than this gap. If the gas passes through too quickly to reach equilibrium, more dimers survive than this estimate says. In either case $f$ describes the composition of the aluminium hybrid. It does not say how the bonding electrons are divided between aluminium and carbon, which depends on the polarity of the bond.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Angle between hybrid axes: 123.0 degrees
Cosine of angle: -0.5446 (dimensionless)
p-to-s weight ratio lambda squared: 1.8361 (dimensionless)
Mixing coefficient lambda: 1.3550 (dimensionless)
s character from formula: 35.26 percent
s character from spatial overlap root: 35.26 percent
p character: 64.74 percent
Overlap of sp2 weights at this angle: -0.0298 (no unit)
Overlap of sp3 weights at this angle: -0.1585 (no unit)
s character of each remaining hybrid: 14.74 percent
Angle between remaining hybrids: 100.0 degrees
Sensitivity: 0.61 percentage points/degree
Trial bond-bending difference: 3.0 degrees
s character at lower hybrid angle: 33.3 percent
s character at upper hybrid angle: 37.0 percent
Trial d character: 2.0 percent
s character with d admixture: 34.6 percent
Trial residual overlap: 0.05 (dimensionless)
s character with residual overlap: 38.5 percent
Model bending stiffness: 2.0 eV/rad^2
Source temperature: 300 K
Thermal angle spread: 6.5 degrees
Thermal mean s character: 34.9 percent
Thermal s-character spread: 4.1 percentage points
Rough dissociation enthalpy: 0.9 eV
Rough dissociation entropy: 1.9 meV/K at 1 bar
Source pressure: 10 Torr
Dissociated dimer fraction in source: 0.7 percent
Reactor temperature: 450 K
Reactor pressure: 1 Torr
Dissociated dimer fraction in reactor: 99 percent
Monomer s character at 120 degrees: 33.33 percent
\end{verbatim}
